# Tolman's theorem and the curvature of Arrhenius plots

Let $k(T)$ be the rate constant of a reaction whose reactants are in thermal equilibrium at temperature $T$, and let $\beta=1/(k_BT)$. The activation energy is defined by the local slope of the Arrhenius plot,

$$
E_a=-\frac{d\ln k}{d\beta}=k_BT^2\,\frac{d\ln k}{dT}.
$$

The two forms agree because $d\beta/dT=-1/(k_BT^2)$. This definition assumes neither a straight plot nor a barrier of any particular shape. The algebra is in atomic units with $k_B$ kept explicit; numbers are in eV and angstrom.

The motion is classical. A phase point $\Gamma$ stands for all coordinates and momenta of one reacting system, $H(\Gamma)$ is its energy, and the reactants occupy a region $R$ of phase space. The volume, the function $H$ and the region $R$ do not change with temperature. Thermal equilibrium gives the reactants the probability density

$$
\rho(\Gamma)=\frac{e^{-\beta H(\Gamma)}}{Z_R},\qquad Z_R(\beta)=\int_R e^{-\beta H}\,d\Gamma .
$$

Transition-state theory places a dividing surface $s=0$ between reactants, $s<0$, and products, $s>0$, and counts every forward crossing as a reaction. A system with velocity $\dot s>0$ crosses during a short time $dt$ if it starts in the strip $-\dot s\,dt<s<0$. The strip has width $\dot s\,dt$, so integrating $\rho$ over it gives $\dot s\,dt$ times the value of $\rho$ at $s=0$. The fraction of reactants that cross in $dt$ is $k\,dt$, and therefore

$$
k(\beta)=\frac{N(\beta)}{Z_R(\beta)},\qquad N(\beta)=\int w(\Gamma)\,e^{-\beta H}\,d\Gamma,\qquad w=\delta(s)\,\dot s\,\theta(\dot s),
$$

where $\theta$ is the unit step function. The weight $w$ is the rate at which phase points at $\Gamma$ react. It contains no temperature: temperature decides how often a phase point is occupied, and mechanics decides what happens to it.

The systems that react are thus distributed as $w\,e^{-\beta H}$, and the mean of a quantity $A$ per reaction event is

$$
\langle A\rangle_{\rm r}=\frac{1}{N}\int A\,w\,e^{-\beta H}\,d\Gamma,\qquad
\langle A\rangle_{\rm all}=\frac{1}{Z_R}\int_R A\,e^{-\beta H}\,d\Gamma .
$$

The second average runs over all reactants, including those about to react. Since $\ln k=\ln N-\ln Z_R$, and since $\beta$ enters both integrals through the Boltzmann factor alone,

$$
\frac{d\ln N}{d\beta}=\frac1N\int w\,(-H)\,e^{-\beta H}\,d\Gamma=-\langle H\rangle_{\rm r},\qquad
\frac{d\ln Z_R}{d\beta}=-\langle H\rangle_{\rm all}.
$$

Subtracting the second from the first and changing the sign gives Tolman's theorem:

$$
E_a=\langle H\rangle_{\rm r}-\langle H\rangle_{\rm all}.
$$

A shift of the zero of energy changes both means equally and cancels. The activation energy is a difference between two thermal averages. It is not, in general, the height of a barrier, nor the least energy needed to react.

The proof used nothing about $w$ except that it does not depend on temperature. Suppose that some trajectories return after crossing. Provided that a trajectory is stopped once it reaches a fixed product region, one may then count only the last forward crossing of those trajectories that come from the reactants and end as products. The fate of a trajectory is fixed by the equations of motion, so the new $w$ is again independent of temperature and the theorem stands, with a smaller set of reacting systems. If $w$ does depend on $\beta$ while the region $R$ stays fixed, the derivative of $N$ acquires another term:

$$
E_a=\langle H\rangle_{\rm r}-\langle H\rangle_{\rm all}-\frac1N\int\frac{\partial w}{\partial\beta}\,e^{-\beta H}\,d\Gamma .
$$

If the dividing surface itself is moved to $s=s_0(\beta)$ as $T$ changes, $w$ depends on $\beta$ and so does the boundary of $R$: then $Z_R=\int\theta(s_0-s)\,e^{-\beta H}d\Gamma$, and differentiating the step function adds the further term $+\frac{1}{Z_R}\frac{ds_0}{d\beta}\int\delta(s-s_0)\,e^{-\beta H}d\Gamma$ to $E_a$. The plain theorem also fails if the reaction drains the energetic reactants faster than collisions replace them, since $\rho$ is then not the Boltzmann density. If the potential is an effective one that depends on temperature, $H$ in the averages must be replaced by $\partial(\beta H)/\partial\beta=H+\beta\,\partial H/\partial\beta$, because this is what differentiating the exponent yields.

The curvature of the plot follows from a second derivative. For the reacting systems, the quotient rule gives

$$
\frac{d\langle H\rangle_{\rm r}}{d\beta}
=\frac{1}{N}\int H\,w\,(-H)\,e^{-\beta H}d\Gamma-\langle H\rangle_{\rm r}\frac{d\ln N}{d\beta}
=-\langle H^2\rangle_{\rm r}+\langle H\rangle_{\rm r}^2=-\mathrm{Var}_{\rm r}(H),
$$

and the same steps with $Z_R$ give $d\langle H\rangle_{\rm all}/d\beta=-\mathrm{Var}_{\rm all}(H)$. Because $d^2\ln k/d\beta^2=-dE_a/d\beta$,

$$
\frac{d^2\ln k}{d\beta^2}=\mathrm{Var}_{\rm r}(H)-\mathrm{Var}_{\rm all}(H),\qquad
\frac{dE_a}{dT}=\frac{\mathrm{Var}_{\rm r}(H)-\mathrm{Var}_{\rm all}(H)}{k_BT^2}.
$$

An Arrhenius plot has $1/T=k_B\beta$ on its horizontal axis, so its curvature has the sign of this variance difference. If the energies of reacting systems spread more widely than those of the reactants, the plot is convex and $E_a$ rises with temperature. If the reactants have the wider spread, the plot is concave and $E_a$ falls. Convex here means $d^2\ln k/d\beta^2>0$; papers on kinetics often use the two words the other way round. The plot is straight over a range of temperature when the two variances agree throughout it. The reason is that a wide energy distribution responds strongly to heating: $\mathrm{Var}(H)/(k_BT^2)$ is the rate at which the mean energy grows with $T$, a heat capacity. The activation energy drifts when the two ensembles have different heat capacities.

For a particle of mass $m$ with one reaction coordinate $s$ and one transverse coordinate $y$,

$$
H=\frac{p_s^2}{2m}+\frac{p_y^2}{2m}+V(s,y),
$$

the momentum integrals can be done once and for all. In the reacting ensemble $p_s$ has the weight $(p_s/m)\,e^{-\beta p_s^2/2m}$ for $p_s>0$. With $\varepsilon=p_s^2/2m$ one has $d\varepsilon=(p_s/m)\,dp_s$, so $\varepsilon$ is distributed as $e^{-\beta\varepsilon}$, with mean $k_BT$ and variance $(k_BT)^2$. This mean is twice the usual $k_BT/2$ because fast systems reach the surface more often. The transverse momentum has the ordinary Gaussian weight, for which the kinetic energy has mean $k_BT/2$ and mean square $\tfrac34(k_BT)^2$, hence variance $\tfrac34(k_BT)^2-\tfrac14(k_BT)^2=\tfrac12(k_BT)^2$. Reactants have two such momenta, with total mean $k_BT$ and total variance $(k_BT)^2$.

Momenta and coordinates are statistically independent in both ensembles, so means and variances add. Let $\langle V\rangle_\ddagger$ be the average over $y$ with weight $e^{-\beta V(0,y)}$ on the surface, and $\langle V\rangle_R$ the average over reactant positions. Then

$$
E_a=\tfrac32k_BT+\langle V\rangle_\ddagger-k_BT-\langle V\rangle_R=\tfrac12k_BT+\langle V\rangle_\ddagger-\langle V\rangle_R ,
$$

$$
\frac{d^2\ln k}{d\beta^2}=\tfrac12(k_BT)^2+\mathrm{Var}_\ddagger(V)-\mathrm{Var}_R(V).
$$

The rate constant itself needs two integrals over $p_s$: $\int_0^\infty(p_s/m)e^{-\beta p_s^2/2m}dp_s=1/\beta$ in the numerator and $\sqrt{2\pi m/\beta}$ in the denominator. Their ratio is $1/\sqrt{2\pi m\beta}$, and the $p_y$ integrals cancel, so

$$
k=\frac{1}{\sqrt{2\pi m\beta}}\;\frac{\int e^{-\beta V(0,y)}\,dy}{\int_{s<0}e^{-\beta V(s,y)}\,ds\,dy}.
$$

In this classical treatment the mass multiplies $k$ by a constant and drops out of $E_a$ and of the curvature.

The harmonic case shows when $E_a$ is a barrier height. Let the reactant potential be quadratic in both coordinates about a minimum of energy zero, at temperatures low enough for the well to be treated as unbounded, and let the surface potential be $V^\ddagger$ plus a quadratic term in $y$. A quadratic potential coordinate has the same Gaussian statistics as a momentum: mean $\tfrac12k_BT$ and variance $\tfrac12(k_BT)^2$. Therefore

$$
E_a=\tfrac12k_BT+\left(V^\ddagger+\tfrac12k_BT\right)-k_BT=V^\ddagger,
$$

and the curvature is $(\tfrac12+\tfrac12-1)(k_BT)^2=0$. The extra $\tfrac12k_BT$ carried through the surface compensates for the reaction coordinate, which stores potential energy in the well but not on the surface.

Strong curvature can arise when one of the ensembles contains two groups of systems with different energies. Let the groups have shares $p$ and $q=1-p$, mean energies $\bar E_1$ and $\bar E_2$, and internal variances $v_1$ and $v_2$. The overall mean is $\bar E=p\bar E_1+q\bar E_2$, so $\bar E_1-\bar E=q(\bar E_1-\bar E_2)$ and $\bar E_2-\bar E=-p(\bar E_1-\bar E_2)$. Deviations from a group's own mean average to zero within that group, which removes the cross terms, and

$$
\mathrm{Var}=pv_1+qv_2+(pq^2+qp^2)(\bar E_1-\bar E_2)^2
=pv_1+qv_2+pq\,(\bar E_1-\bar E_2)^2 .
$$

The last term is largest, for a given energy gap, when the groups are equally populated. If the two groups are ways of crossing, it adds to $\mathrm{Var}_{\rm r}$ and favours a convex plot. If they are kinds of reactant, it adds to $\mathrm{Var}_{\rm all}$ and favours a concave one.

Both cases can be realized in a single model potential,

$$
V=\tfrac12Ky^2+\Bigl(1-\frac{s^2}{a^2}\Bigr)^2\Bigl[W_0-G\,e^{-(y-y_0)^2/2b^2}\Bigr]-D\,e^{-[(s+a)^2+y^2]/2b^2},
$$

with $a=1.0$, $y_0=1.5$ and $b=0.08$ angstrom, $K=0.20$ eV/angstrom$^2$, $W_0=0.60$ eV and a mass of 100 u. The plain version, $G=D=0$, has a broad gate of height 0.60 eV. The gate version, $G=0.40$ eV and $D=0$, has in addition a narrow gate of height 0.424 eV. The trap version, $G=0$ and $D=0.30$ eV, has instead a narrow deep site among the reactants, from whose bottom the barrier is 0.90 eV high. The activation energies, in eV, are:

| $T$ (K) | plain | gate | trap |
|---:|---:|---:|---:|
| 300 | 0.600 | 0.428 | 0.897 |
| 600 | 0.599 | 0.488 | 0.859 |
| 900 | 0.597 | 0.532 | 0.762 |
| 1200 | 0.594 | 0.547 | 0.693 |
| 1500 | 0.591 | 0.551 | 0.655 |

These are classical values. For a mass of 100 u the vibrations in the narrow gate and in the trap have $\hbar\omega\approx0.05$ eV, about $2k_BT$ at 300 K; quantizing them, without tunnelling, would shift the 300 K entries by about $+0.007$ eV for the gate and $-0.011$ eV for the trap, and the gate entry at 600 K by about $+0.003$ eV.

The plain version gives a nearly straight plot. Its transverse potential is the same quadratic function on the surface and in the valley, so the $y$ contributions cancel and $E_a=W_0+\tfrac12k_BT-\langle W_0(1-s^2/a^2)^2\rangle_R$. The small fall of $E_a$ means that the potential energy along $s$ in this anharmonic well exceeds the harmonic value $\tfrac12k_BT$, by about 0.003 eV at 900 K.

In the gate version, cold systems use the low gate and hot ones increasingly use the wide one. In the harmonic approximation a gate of height $V_j$ and stiffness $K_j$ contributes $\int e^{-\beta(V_j+K_jy^2/2)}dy=\sqrt{2\pi/(\beta K_j)}\,e^{-\beta V_j}$ to the flux integral. The narrow gate has stiffness of about $K+G/b^2=0.20+62.5=62.7$ eV/angstrom$^2$, so

$$
\frac{\text{broad flux}}{\text{narrow flux}}\approx\sqrt{\frac{62.7}{0.20}}\;e^{-\beta(0.6000-0.4243\ \mathrm{eV})}.
$$

At 300 K, where $k_BT=0.0259$ eV, this is $17.7\times0.0011=0.020$, which puts 98% of the flux through the narrow gate. The full calculation, which assigns to that gate all crossings within $3b$ of its centre, gives 98.1%. This share falls to 38% at 900 K and 22% at 1500 K; the last figure moves between 21% and 24% when the window is changed from $2b$ to $4b$. Accordingly $E_a$ starts close to the height of the low gate and climbs, levelling off near 0.55 eV at the top of this range, below the height of the high gate.

At 900 K, where $k_BT=0.07756$ eV, the theorem reads

$$
E_a=0.6905-0.1588=0.5317\ \mathrm{eV}\quad(51.3\ \mathrm{kJ/mol}),
$$

a value that belongs to neither gate. The curvature is $0.01859-0.01273=0.00586$ eV$^2$, and dividing by $k_BT^2=0.07756\times900=69.8$ eV K gives $dE_a/dT=8.4\times10^{-5}$ eV/K. The two-group term is 0.00608 eV$^2$, so it accounts for the whole bend, and the remaining contributions nearly cancel. With $pq=0.383\times0.617=0.236$, it corresponds to an energy gap of $\sqrt{0.00608/0.236}=0.16$ eV between the groups, close to the difference of 0.18 eV between the gate heights.

A straight line drawn through a curved plot hides this change. Since $E_a=-d\ln k/d\beta$, the slope of a chord between two temperatures is the average of $E_a$ over the intervening range of $\beta$. For the gate version the rate constants are $1.50\times10^4$ s$^{-1}$ at 300 K and $3.80\times10^{10}$ s$^{-1}$ at 1500 K. The logarithm of their ratio is 14.74 and $\beta$ changes by 30.9 eV$^{-1}$, so the chord gives 0.48 eV. No gate has this height.

In the trap version the reacting systems have the same mean energy as in the plain version, 0.7551 eV at 900 K, because the trap lies far from the surface. What changes is the reactant mean:

$$
E_a=0.7551-(-0.0064)=0.7615\ \mathrm{eV}\quad(73.5\ \mathrm{kJ/mol}).
$$

At 300 K practically all reactants sit in the trap, and $E_a$ is close to the 0.90 eV measured from its bottom. Heating releases them into the wide valley, which raises the mean energy of the reactants and lowers $E_a$ towards the value of the plain version, though at 1500 K it is still 0.06 eV above it. The curvature at 900 K is $0.01203-0.03308=-0.02105$ eV$^2$, of which the two-group term among the reactants, with the trapped group taken as those within $3b$ of the trap centre, supplies $-0.01817$ eV$^2$. The slope of $E_a$ is $-3.0\times10^{-4}$ eV/K. The plain version, which lacks both features, has a curvature of only $-0.00055$ eV$^2$ at this temperature, which identifies the added gate and the added trap as the causes of the two bends.

The meaning of "reacting systems" can be checked by counting them. In the numerical check, 600000 trajectories of the gate version at 900 K were started with thermal velocities in a strip 0.20 angstrom wide beside the surface, spread uniformly in $s$ and given weights that restore the Boltzmann distribution of positions, and were followed for 10 fs. Of these, 32577 crossed. Their weighted mean energy was $0.6895\pm0.0008$ eV, which exceeds the mean of all reactants by 0.531 eV; the slope of $\ln k$ gives 0.532 eV. The counted rate, $2.304\times10^9$ s$^{-1}$, agrees with the transition-state value of $2.302\times10^9$ s$^{-1}$ within the statistical error of the counted rate, which is about $1/\sqrt{32577}$, or 0.6% of it. So short a run tests the counting of crossings, not the assumption that systems never return later. In this isolated, bound double well most crossers do return, about three quarters of them within 3 ps at 900 K, after first reaching the product valley; the transition-state rate describes a reaction only if the products are removed or lose their excess energy there.

The theorem applies equally to a bimolecular gas reaction if $k$ is the rate per unit concentration of each partner and "all reactants" means all pairs. Let a pair have reduced mass $\mu$, relative speed $v$ and relative energy $E=\tfrac12\mu v^2$. Suppose that the partners move freely until they touch at distance $d$, and react if the energy of motion along their line of centres then exceeds $E_0$. For impact parameter $b_c$ the velocity component along that line is $v\sqrt{1-b_c^2/d^2}$, so the condition is $E(1-b_c^2/d^2)>E_0$, or $b_c^2<d^2(1-E_0/E)$. The reaction cross-section is

$$
\sigma(E)=\pi d^2\left(1-\frac{E_0}{E}\right),\qquad E>E_0 .
$$

Thermal pairs have energies distributed as $\sqrt E\,e^{-\beta E}$, and they meet at a rate proportional to $v\,\sigma$ with $v\propto\sqrt E$. Reacting pairs are therefore distributed as

$$
\sqrt E\,\sqrt E\left(1-\frac{E_0}{E}\right)e^{-\beta E}=(E-E_0)\,e^{-\beta E}.
$$

With $x=E-E_0$ the weight is proportional to $x\,e^{-\beta x}$, for which $\langle x\rangle=2k_BT$ and $\langle x^2\rangle=6(k_BT)^2$, so the variance is $2(k_BT)^2$. All pairs have three Gaussian components of relative momentum, hence mean $\tfrac32k_BT$ and variance $\tfrac32(k_BT)^2$. Energies that do not influence the reaction, such as that of the centre of mass, have the same distribution in both ensembles and cancel. It follows that

$$
E_a=E_0+2k_BT-\tfrac32k_BT=E_0+\tfrac12k_BT,\qquad \frac{d^2\ln k}{d\beta^2}=\tfrac12(k_BT)^2 .
$$

For $E_0=0.50$ eV at 900 K, reacting pairs have a mean energy of 0.6551 eV and all pairs 0.1163 eV, so $E_a=0.5388$ eV. The curvature, 0.0030 eV$^2$, is about half that of the gate version at the same temperature. Here a plot bends although there is one threshold and one kind of reactant: selecting pairs by collision rate and cross-section gives the reacting pairs a slightly wider energy distribution than the gas from which they come.

## Table of computed values

```
mass 100 u; valley at s = -1.0 angstrom
transverse stiffness K = 0.20 eV/angstrom^2
W0 = 0.60 eV; narrow width b = 0.08 angstrom
gate depth G = 0.40 eV at y0 = 1.5 angstrom
trap depth D = 0.30 eV
gate model: narrow gate height 0.4243 eV
gate model: broad gate height 0.6000 eV
trap model: barrier from trap bottom 0.9000 eV
share = part of reacting flux in narrow gate (gate model)
        or part of reactants in trap (trap model)
model  T/K  k/s^-1   Ereact/eV Eall/eV  Ea/eV  curv/eV^2 share
plain   300 2.828e+02   0.6517   0.0519   0.5998  -0.00001  
plain   600 3.070e+07   0.7034   0.1045   0.5990  -0.00013  
plain   900 1.453e+09   0.7551   0.1579   0.5972  -0.00055  
plain  1200 9.922e+09   0.8068   0.2125   0.5943  -0.00137  
plain  1500 3.122e+10   0.8585   0.2677   0.5908  -0.00229  
gate    300 1.501e+04   0.4801   0.0519   0.4281   0.00060  0.981
gate    600 8.577e+07   0.5926   0.1047   0.4879   0.00679  0.645
gate    900 2.302e+09   0.6905   0.1588   0.5317   0.00586  0.383
gate   1200 1.312e+10   0.7607   0.2140   0.5468   0.00327  0.274
gate   1500 3.796e+10   0.8206   0.2694   0.5512   0.00128  0.221
trap    300 1.197e-01   0.6517  -0.2455   0.8972  -0.00020  1.000
trap    600 3.479e+06   0.7034  -0.1556   0.8590  -0.00850  0.922
trap    900 6.764e+08   0.7551  -0.0064   0.7615  -0.02105  0.645
trap   1200 7.043e+09   0.8068   0.1142   0.6926  -0.02054  0.426
trap   1500 2.591e+10   0.8585   0.2032   0.6554  -0.01781  0.302
at 900 K, kB*T = 0.07756 eV
gate: Var_react 0.01859, Var_all 0.01273 eV^2
gate: between-group variance 0.00608 eV^2
gate: dEa/dT = 8.396e-05 eV/K
gate: Ea = 51.30 kJ/mol
trap: Var_react 0.01203, Var_all 0.03308 eV^2
trap: between-group variance 0.01817 eV^2
trap: dEa/dT = -3.015e-04 eV/K
trap: Ea = 73.47 kJ/mol
trajectories, gate model, 900 K, 10 fs:
started 600000, crossed 32577
rate from counting 2.304e+09 s^-1
mean energy of crossers 0.6895 +- 0.0008 eV
crossers minus all reactants 0.5307 eV
Ea from slope of ln k 0.5317 eV
collisions, 900 K: threshold E0 = 0.50 eV
mean relative energy, reacting pairs 0.6551 eV
mean relative energy, all pairs 0.1163 eV
Ea from slope of ln k 0.5388 eV
variance difference 0.00301 eV^2
```
